# Bending heat flux with a tilted laminate

## Problem

A block is built from flat laminae of two materials, A and B, stacked alternately. All laminae have the same thickness $d$. The materials are isotropic, with conductivities $k_a=1$ W/(m K) and $k_b=9$ W/(m K), and the temperature is continuous across every joint. Conduction is steady and obeys Fourier's law, and no heat is generated inside.

Heat flows down the temperature gradient, so its direction is compared with that of the driving vector $\mathbf g=-\nabla T$. Capital letters denote averages over whole periods of the stack: $\mathbf G$ is the mean driving vector and $\mathbf Q$ the mean heat flux. Let $\theta$ be the angle between $\mathbf G$ and the layer planes, and $\phi$ the angle between $\mathbf Q$ and the layer planes.

1. Find $\phi$ for any $\theta$. By how much is the flux bent away from $\mathbf G$ when $\theta=45^\circ$?
2. In what directions does heat flow inside the individual laminae at $\theta=45^\circ$?
3. Which orientation bends the flux most, and by how much?
4. The laminate is cut so that its layers lie at 45° to the $x$ axis. Compare a wide plate between two isothermal faces normal to $x$ with a long strip along $x$ whose sides are insulated. Which vector turns in each case?
5. A wide plate has $d=0.50$ mm, isothermal faces 20 mm apart, a temperature difference of 20 K and a depth of 10 mm. Find the mean flux and the sideways shift of a mean flux line across the plate.
6. Each joint now has a thermal resistance $R=10$ mm² K/W. Find the new bend, and estimate the other main departures from the ideal plate.

## Solution

### 1. The mean flux

Let $\mathbf t$ be the unit vector along the layers in the plane of $\mathbf G$, and $\mathbf n$ the unit normal to the layers. Try a field that is uniform within each lamina. It satisfies the heat equation there, because a uniform flux has no divergence. Two conditions join the laminae:

- The temperature is continuous at every point of a joint, so its derivative along the joint is the same on both sides. Hence $g_t$ is common to all laminae and equals $G_t$.
- No heat collects at a joint, so the normal flux $q_n$ is common to all laminae and equals $Q_n$.

These conditions can be met for any $\mathbf G$, as the construction below shows. The solution is also unique among fields whose gradient repeats with the stack. The difference $w$ between two such fields with the same mean gradient is periodic, and satisfies $\nabla\cdot(k\nabla w)=0$. Multiplying by $w$ and integrating over a period gives $\int k|\nabla w|^2\,dV=0$, since the boundary terms cancel. As $k>0$, $w$ is constant.

Along the layers, the flux in lamina $i$ is $k_iG_t$. The two materials fill equal volumes, so

$$Q_t=\tfrac12(k_a+k_b)G_t=k_\parallel G_t,\qquad k_\parallel=\frac{k_a+k_b}{2}=5\ \text{W/(m K)}.$$

Across the layers it is the driving vector that varies, with $g_n=Q_n/k_i$ in lamina $i$. Its average is

$$G_n=\frac12\left(\frac{Q_n}{k_a}+\frac{Q_n}{k_b}\right)=Q_n\,\frac{k_a+k_b}{2k_ak_b}.$$

Solving for $Q_n$ gives

$$Q_n=k_\perp G_n,\qquad k_\perp=\frac{2k_ak_b}{k_a+k_b}=\frac{18}{10}=1.8\ \text{W/(m K)}.$$

Heat passes along the layers in parallel paths, where the good conductor carries most of it. Across the layers it must pass through the poor conductor, which supplies most of the resistance.

With $G_t=G\cos\theta$ and $G_n=G\sin\theta$, the flux angle follows:

$$\tan\phi=\frac{Q_n}{Q_t}=r\tan\theta,\qquad r=\frac{k_\perp}{k_\parallel}=0.36 .$$

Since $r<1$, the flux lies closer to the layers than $\mathbf G$ does. The bend is $\delta=\theta-\phi$. It vanishes at $\theta=0$ and at $\theta=90^\circ$, where $\mathbf G$ lies along a principal direction of the laminate.

At $\theta=45^\circ$, $\tan\theta=1$ and $\tan\phi=r$. The tangent of a difference gives

$$\tan\delta=\frac{1-r}{1+r}=\frac{k_\parallel-k_\perp}{k_\parallel+k_\perp}.$$

To express this in the original conductivities, put both combinations over the denominator $2(k_a+k_b)$:

$$k_\parallel-k_\perp=\frac{(k_a+k_b)^2-4k_ak_b}{2(k_a+k_b)}=\frac{(k_a-k_b)^2}{2(k_a+k_b)},$$

$$k_\parallel+k_\perp=\frac{(k_a+k_b)^2+4k_ak_b}{2(k_a+k_b)}=\frac{k_a^2+6k_ak_b+k_b^2}{2(k_a+k_b)}.$$

Their ratio is

$$\boxed{\tan\delta=\frac{(k_a-k_b)^2}{k_a^2+6k_ak_b+k_b^2}}\qquad(\theta=45^\circ).$$

For the given materials,

$$\tan\delta=\frac{64}{1+54+81}=\frac{64}{136}=0.4706,\qquad \delta=25.20^\circ .$$

The mean flux therefore makes an angle $\phi=19.80^\circ$ with the layers.

Two limits show how the bend depends on contrast. For nearly equal materials, write $k_a=k(1-\varepsilon)$ and $k_b=k(1+\varepsilon)$. The numerator is $4\varepsilon^2k^2$ and the denominator is $(8-4\varepsilon^2)k^2$, so $\tan\delta\approx\varepsilon^2/2$. A small contrast thus has only a second-order effect. For $k_b/k_a\to\infty$, $\tan\delta\to1$ and the bend approaches 45°: the mean flux then runs along the layers. Multiplying both conductivities by the same factor leaves the bend unchanged.

### 2. The path inside the laminae

In lamina $i$ the flux components are $q_t=k_iG_t$ and $q_n=k_\perp G_n$. Its angle $\phi_i$ from the layers obeys

$$\tan\phi_i=\frac{k_\perp}{k_i}\tan\theta .$$

At $\theta=45^\circ$ this gives

$$\tan\phi_a=1.8,\quad \phi_a=60.95^\circ;\qquad \tan\phi_b=0.2,\quad \phi_b=11.31^\circ .$$

The heat follows a zigzag. It crosses the poor conductor steeply and runs nearly along the good one. In material A the flux is even turned the other way, farther from the layers than $\mathbf G$. Within each lamina, however, the flux is parallel to the local $-\nabla T$, because each material is isotropic. The 25° bend is a property of the averages.

The mean direction comes from averaging flux components, not angles. In units of $G_t$, which equals $G_n$ here, the tangential fluxes are 1 and 9, with mean 5, while the normal flux is 1.8 in both. This gives $\tan\phi=1.8/5$, as before. The plain average of the two angles would be about 36°, far from the true 19.80°, mainly because it ignores the larger flux in B.

### 3. The largest bend

Differentiate $\delta(\theta)=\theta-\arctan(r\tan\theta)$ and write $u=\tan\theta$, so that $du/d\theta=1+u^2$:

$$\frac{d\delta}{d\theta}=1-\frac{r(1+u^2)}{1+r^2u^2}.$$

Setting this to zero gives $1+r^2u^2=r+ru^2$, or $(1-r)=ru^2(1-r)$. Since $r\neq1$,

$$\tan\theta_{\max}=\frac1{\sqrt r}=\sqrt{\frac{k_\parallel}{k_\perp}} .$$

The bend is zero at both ends of the range $0$ to $90^\circ$ and positive between them, so this single stationary point is the maximum. There $\tan\phi=r/\sqrt r=\sqrt r$, and

$$\tan\delta_{\max}=\frac{1/\sqrt r-\sqrt r}{1+1}=\frac{1-r}{2\sqrt r}.$$

Now $1+\tan^2\delta_{\max}=[4r+(1-r)^2]/(4r)=(1+r)^2/(4r)$. Dividing the tangent by the square root of this quantity gives the sine:

$$\sin\delta_{\max}=\frac{1-r}{1+r}=\frac{k_\parallel-k_\perp}{k_\parallel+k_\perp}.$$

With $r=0.36$, $\theta_{\max}=59.04^\circ$ and $\delta_{\max}=28.07^\circ$. The number 0.4706 is thus the tangent of the bend at 45° and the sine of the largest bend. The 45° cut gives up about 3° of bending.

### 4. What the boundaries hold fixed

Choose the layers along $\mathbf t=(1,-1)/\sqrt2$, so that $\mathbf n=(1,1)/\sqrt2$. The mean law is

$$\mathbf Q=k_\parallel\,\mathbf t(\mathbf t\cdot\mathbf G)+k_\perp\,\mathbf n(\mathbf n\cdot\mathbf G).$$

Reading off the coefficients in $Q_i=\sum_jK_{ij}G_j$ gives

$$K_{xx}=K_{yy}=\frac{k_\parallel+k_\perp}{2}=3.4,\qquad K_{xy}=K_{yx}=-\frac{k_\parallel-k_\perp}{2}=-1.6\ \text{W/(m K)}.$$

The off-diagonal element is negative because the layers descend towards positive $x$.

**Wide plate.** Far from the side walls, the structure repeats along $y$, and each face has one temperature. The temperature field therefore repeats along $y$ too, and its mean $y$ derivative is zero. Thus $G_y=0$, and

$$\frac{Q_y}{Q_x}=\frac{K_{xy}}{K_{xx}}=-0.4706 .$$

The flux turns to $-25.20^\circ$ from the $x$ axis, towards the layers at $-45^\circ$.

**Long strip.** No heat crosses the insulated sides. Far from the ends, in a strip many periods wide, the mean transverse flux is therefore zero:

$$0=Q_y=K_{xy}G_x+K_{yy}G_y\quad\Longrightarrow\quad \frac{G_y}{G_x}=-\frac{K_{xy}}{K_{yy}}=0.4706 .$$

Now the flux stays along $x$, and $\mathbf G$ turns to $+25.20^\circ$, away from the layers. The insulated sides do not remove the angle between the two vectors. They build up a transverse temperature difference that stops the sideways flow. Substituting $G_y$ into $Q_x$ gives the conductivity along the strip:

$$K_{\text{strip}}=\frac{Q_x}{G_x}=K_{xx}-\frac{K_{xy}^2}{K_{yy}}=3.4-\frac{1.6^2}{3.4}=2.647\ \text{W/(m K)}.$$

For the same $G_x$, the strip carries about 22% less flux along $x$ than the wide plate.

These statements can be compared with a finite-element solution of the heat equation in samples that contain the actual laminae. The plate was 8 periods thick, counted along $x$, and 48 periods wide; the strip had the same dimensions interchanged. Averages over a central square two periods on a side gave a flux direction of $-25.20^\circ$ and a driving direction of $0.00^\circ$ in the plate. In the strip, the driving vector lay at $25.20^\circ$ and the flux along $x$, with a conductivity of 2.647 W/(m K).

The side walls do disturb the plate near its edges. In the same calculation, at a distance from one side wall equal to the separation of the isothermal faces, the flux direction was about $-24.3^\circ$. There the flux is turned from the $x$ axis by about 0.9° less than in the middle. This is not the change in the bend itself, because near the wall $G_y$ is no longer zero and the driving vector turns as well, by about $+1.4^\circ$. The bend there is about $25.7^\circ$, slightly larger than in the middle.

### 5. The 20 mm plate

The mean driving gradient is $G_x=20\ \text{K}/20\ \text{mm}=1.0$ K/mm, or 1000 K/m. The flux components are

$$Q_x=3.4\times1000\ \text{W/m}^2=3.40\ \text{kW/m}^2,\qquad Q_y=-1.60\ \text{kW/m}^2,$$

and the magnitude is $\sqrt{3.40^2+1.60^2}=3.76$ kW/m². If the interior flux direction is used over the whole thickness, a mean flux line that crosses the plate is displaced by about

$$20\ \text{mm}\times0.4706=9.4\ \text{mm}$$

towards negative $y$. For the side walls to be unimportant in its central part, the plate must be several times wider than the 20 mm between its isothermal faces.

The displacement describes the path of heat, not the movement of a hot spot. The faces are isothermal, and far from the side walls heat enters and leaves evenly along them when averaged over a period. The flux magnitudes and the displacement neglect the thin regions beside the faces, where the laminae end and the zigzag pattern is distorted. For this plate, about 14 periods thick, the correction is small: with the laminae resolved, the interior gradient is about 0.4% higher, $Q_x$ is about 3.41 kW/m², the magnitude is about 3.77 kW/m², and the flux-weighted shift is about 9.3 mm. It does not alter $G_y=0$ in the wide plate.

### 6. Departures from the ideal plate

**Joint resistance.** A joint of resistance $R$ adds a temperature drop $RQ_n$. This drop is uniform along the joint, so $g_t$ is still common to all laminae and $k_\parallel$ is unchanged. One period has thickness $2d$ and contains two joints:

$$2d\,G_n=Q_n\left(\frac d{k_a}+\frac d{k_b}+2R\right),\qquad
k_\perp=\frac{2d}{d/k_a+d/k_b+2R}.$$

The three resistances are 500, 55.6 and 20 mm² K/W. Hence $k_\perp=1.737$ W/(m K), and

$$\tan\delta=\frac{5-1.737}{5+1.737},\qquad \delta=25.84^\circ .$$

The joints increase the bend by about 0.6°, because they obstruct only the flow across the layers. They also lower $K_{xx}$, so the extra bending is paid for in transmitted heat.

The joints matter more as the laminae become thinner. Their resistance equals that of the materials when

$$d=\frac{2R}{1/k_a+1/k_b}=18\ \mu\text{m},$$

for the same $R$. At that thickness the formula gives half the ideal $k_\perp$. This is only a scale for comparison: laminae so thin could not be treated as uniform if they contained the 20 µm filler grains considered below. A design that keeps the conductivities but shrinks the laminae must therefore include the joints.

The formula treats a joint as having no thickness. A stronger case shows what this omits. Let each joint be a film of thickness $d/40$ and conductivity 0.05 W/(m K), so that $R=0.5d/k_a$. The formula gives

$$k_\perp=\frac{2}{1+1/9+1}=0.947\ \text{W/(m K)},\qquad \delta=34.27^\circ .$$

A finite-element solution that includes the film thickness gives 33.74°. The difference comes from the volume of the films. Measured in units of $d/40$, a period is 82 units thick, not 80, so $k_\parallel$ falls to $400.1/82=4.88$ W/(m K) and $k_\perp$ rises to $82/84.44=0.971$ W/(m K). Both changes reduce the bend.

**Conductivity and thickness.** If $k_b$ is 10% lower and $k_a$ is unchanged, the same formulas give $\delta=23.63^\circ$. If A takes up 45% of the thickness and B 55%, the arithmetic and harmonic means must be weighted by these fractions:

$$k_\parallel=0.45k_a+0.55k_b,\qquad \frac1{k_\perp}=\frac{0.45}{k_a}+\frac{0.55}{k_b}.$$

The bend is then 25.08°. For these particular changes, the value of $k_b$ matters much more than the balance of thicknesses.

**Heat loss to air.** Suppose the two broad exposed surfaces lose heat with a rough coefficient $h=10$ W/(m² K), and the cold face is at the air temperature. Let $L$ be the distance between the isothermal faces, $b$ the depth and $\Delta T$ the temperature difference. The mean excess temperature is about $\Delta T/2$. Per unit width, the loss is $2hL\,\Delta T/2$ and the conducted heat is $K_{xx}b\,\Delta T/L$. Their ratio is

$$\frac{hL^2}{K_{xx}b}=\frac{10\times(0.020)^2}{3.4\times0.010}=0.118 .$$

The loss is about 12% of the conducted heat, so the flux is no longer uniform along $x$. A loss that is the same at every $y$ still leaves $G_y=0$ far from the side walls. To leading order in lamina thickness over plate length, the local bend is unchanged.

**Small-scale structure.** Fourier's law with one conductivity per lamina needs grains and carrier paths much shorter than $d$. For filler grains of about 20 µm, the ratio to $d$ is 0.04. The kinetic relation $k=C v\Lambda/3$, with rough values $C=2$ MJ/(m³ K) for the heat capacity and $v=2$ km/s for the sound speed, gives in B

$$\Lambda=\frac{3k_b}{Cv}\approx7\ \text{nm},$$

or about $10^{-5}$ of $d$. Heat carriers inside a crystalline grain may travel farther than this estimate. A path a hundred times longer would still be only about 0.1% of the lamina thickness.

**The real case.** Filled-polymer sheets of the kind used as thermal interface pads have conductivities of roughly 1 to 10 W/(m K), so the value for B is near the upper end. The joint resistance used here is an assumed, rough value for well-bonded sheets. Dry or uneven contacts can be considerably worse, and ten times this resistance would raise the bend to 30.2°. Perfect contact is thus an assumption that a real stack breaks, and it moves the predicted bend by 0.6° for the assumed $R$. Lowering $k_b$ alone by 10% reduces the bend by 1.6°, and raising it by 10% increases the bend by 1.4°. For imperfections of this size, 25° is a sound design estimate to within a few degrees, provided that the fillers leave each sheet nearly isotropic and the region of interest is far from the side walls. Sheets with aligned, plate-shaped fillers need separate conductivities along and across each lamina.
